# Spurious Broadening from a Finite η Inside a Lead Band Gap

## Problem

A device level is coupled to a semi-infinite lead and, through a tunnel barrier, to a metal electrode. Its energy lies in a band gap of the lead. The lead self-energy is computed with a small positive imaginary energy $\eta$.

(a) Find the broadening that $\eta$ creates in the gap, to first order in $\eta$, and decide whether the first-order result lies above or below the full one.

(b) Find the $\eta$ that keeps this broadening below a fraction $f$ of the tunnelling width $\Gamma_t$ to the metal. Does the answer change if $\eta$ is also added to the device energy?

(c) Evaluate the condition for a zigzag carbon nanotube lead $(n,0)$ with $n=16$, nearest-neighbour hopping $t=2.7$ eV and bond length 0.142 nm. The level has the angular pattern of the lowest subband, $q=5$, and couples to the matching pattern on the end ring with $V=0.5$ eV. Its dressed energy is $E_r=0.2$ eV above midgap, $\Gamma_t=1$ µeV and $f=0.01$.

(d) What false current flows into the lead if $\eta=0.1$ meV is used instead?

**Conventions.** The basis is orthogonal, the coupling $\tau$ from lead to device does not depend on energy, and the lead Hamiltonian $H_L$ is Hermitian. Electrons are independent. The retarded self-energy and the broadening are
$$\Sigma(E+i\eta)=\tau\,(E+i\eta-H_L)^{-1}\tau^\dagger,\qquad \Gamma=i(\Sigma-\Sigma^\dagger).$$
For one level, $\Gamma=-2\,\mathrm{Im}\,\Sigma$. A prime means $d/dE$ at $\eta=0$.

## Solution

### (a) The broadening and its bounds

Let $e_k$ be the eigenvalues of $H_L$ and $V_k$ the coupling of the level to eigenstate $k$. For a continuous spectrum the sums below become integrals. Then
$$\Sigma(E+i\eta)=\sum_k\frac{|V_k|^2}{E-e_k+i\eta}
=\sum_k|V_k|^2\,\frac{E-e_k-i\eta}{(E-e_k)^2+\eta^2}.$$
Taking $-2$ times the imaginary part gives
$$\Gamma_{sp}=2\eta\sum_k\frac{|V_k|^2}{(E-e_k)^2+\eta^2}.$$
In a gap, away from the energy of any state bound to the lead's end, no denominator vanishes as $\eta\to0$, so the true broadening is zero and all of $\Gamma_{sp}$ is spurious. Differentiating the self-energy at $\eta=0$ gives
$$\Sigma'(E)=-\sum_k\frac{|V_k|^2}{(E-e_k)^2}<0 .$$
Dropping $\eta^2$ in the denominators of $\Gamma_{sp}$ therefore yields
$$\boxed{\Gamma_{sp}\simeq-2\eta\,\Sigma'(E)=2\eta s,\qquad s\equiv-\Sigma'(E)>0.}$$

Dropping $\eta^2$ makes every denominator smaller and every term larger, so $2\eta s$ is an upper bound. For a lower bound, let $\Delta$ be the distance from $E$ to the nearest $e_k$, states bound to the lead's end included. Since $(E-e_k)^2\ge\Delta^2$,
$$(E-e_k)^2+\eta^2\le(E-e_k)^2\left(1+\frac{\eta^2}{\Delta^2}\right),$$
and hence
$$\frac{2\eta s}{1+\eta^2/\Delta^2}\le\Gamma_{sp}\le 2\eta s .$$
The estimate is accurate for $\eta\ll\Delta$ and remains on the safe side for larger $\eta$. The same inequalities hold for matrices, in the sense that the differences have no negative eigenvalue, because they hold for each eigenvalue of $H_L$ before $\tau$ and $\tau^\dagger$ are applied.

The number $s$ has a direct meaning. If the level has amplitude $\psi_D$, the lead part of the Schrödinger equation, $(E-H_L)\psi_L=\tau^\dagger\psi_D$, gives $\psi_L=(E-H_L)^{-1}\tau^\dagger\psi_D$. Its norm is
$$\psi_L^\dagger\psi_L=\psi_D^*\,\tau(E-H_L)^{-2}\tau^\dagger\,\psi_D=s\,|\psi_D|^2 .$$
Thus $s$ is the norm of the evanescent tail per unit norm on the level. The term $-i\eta$ added to the lead energies removes probability there at the rate $2\eta/\hbar$, and the level loses it in proportion to its tail.

### (b) The permitted η

Let the bare level be $\epsilon_0$. The dressed energy solves $E_r-\epsilon_0-\Sigma(E_r)=0$. With both broadenings present, the pole $z=E_r-iw/2$ of the level's Green function obeys
$$z-\epsilon_0+\tfrac{i}{2}\Gamma_t-\Sigma(z+i\eta)=0 .$$
To first order, $\Sigma(z+i\eta)=\Sigma(E_r)-s\,(i\eta-iw/2)$. The real parts cancel by the definition of $E_r$. Dividing the rest by $i$ gives
$$-\frac w2+\frac{\Gamma_t}{2}+s\eta-\frac{sw}{2}=0
\quad\Longrightarrow\quad
w=Z(\Gamma_t+2\eta s),\qquad Z=\frac1{1+s}.$$
$Z$ is the share of the dressed state that sits on the level. It reduces the true and the spurious width alike and drops out of their ratio. The demand $2\eta s\le f\Gamma_t$ then reads
$$\boxed{\eta\le\eta_{max}=\frac{f\,\Gamma_t}{-2\Sigma'(E_r)}.}$$
Because $2\eta s$ is an upper bound on $\Gamma_{sp}$, this condition is sufficient.

If $\eta$ is also added on the device, the pole equation gains $+i\eta$, and
$$w=\frac{\Gamma_t+2\eta s+2\eta}{1+s}=Z\Gamma_t+2\eta .$$
The whole state now decays at $2\eta/\hbar$, wherever its weight lies. In the condition, $s$ must be replaced by $1+s$. For a small tail this is much stricter.

### (c) The nanotube lead

**Reduction to a chain.** Divide the tube into slices of $n$ atoms A and $n$ atoms B. Within a slice, A$_j$ is bonded to B$_j$ and B$_{j-1}$. Each B is bonded along the axis to one A of the next slice. For amplitudes proportional to $e^{i\phi j}$, with $\phi=2\pi q/n$, the two bonds within the slice add up to $-t(1+e^{-i\phi})$, whose modulus is $2t|\cos(\phi/2)|$. Its phase can be absorbed into the definition of the orbitals, slice by slice along the tube. Each angular mode is thus a chain with alternating hoppings
$$t_1=2t\left|\cos\frac{\pi q}{n}\right|,\qquad t_2=t,$$
and the end atom A is attached by $t_1$. Here $t_1=3.0001$ eV and $t_2=2.7$ eV. The chain bands satisfy $E^2=t_1^2+t_2^2+2t_1t_2\cos ka$, so the gap is $|E|<|t_1-t_2|=0.300$ eV. The level is 0.100 eV below the upper edge.

**End Green function.** Let $g$ belong to the end atom A. Without that atom, the chain starts with a B atom attached by $t_2$ to a copy of the original chain. Hence
$$g=\frac1{E-t_1^2g_B},\qquad g_B=\frac1{E-t_2^2g}.$$
Insert $g_B$ into the first relation and multiply by both denominators:
$$g\left[E(E-t_2^2g)-t_1^2\right]=E-t_2^2g .$$
Collecting powers of $g$ gives
$$E\,t_2^2\,g^2-Pg+E=0,\qquad P=E^2-t_1^2+t_2^2 .$$
With $D=P^2-4E^2t_2^2$, the roots obey $2Et_2^2g-P=\pm\sqrt D$. Writing $D$ as $(P-2Et_2)(P+2Et_2)$ and each factor as a difference of squares,
$$D=\left[(E-t_2)^2-t_1^2\right]\left[(E+t_2)^2-t_1^2\right]
=\left[(t_1+t_2)^2-E^2\right]\left[(t_1-t_2)^2-E^2\right],$$
which is positive in the gap.

**Slope and choice of root.** Differentiate the quadratic equation, using $P'=2E$:
$$t_2^2g^2+2Et_2^2gg'-2Eg-Pg'+1=0
\quad\Longrightarrow\quad
g'=-\frac{1+t_2^2g^2-2Eg}{2Et_2^2g-P}.$$
As a quadratic in $g$, the numerator has discriminant $4(E^2-t_2^2)$. This is negative here, because $|E|<|t_1-t_2|\le t_2$ when $t_1\le2t_2$. The numerator is therefore positive. Part (a) requires $g'<0$, so the denominator must be $+\sqrt D$:
$$g=\frac{P+\sqrt D}{2Et_2^2},\qquad
s=-V^2g'=V^2\,\frac{1+t_2^2g^2-2Eg}{\sqrt D}.$$

**Numbers.** At $E_r=0.2$ eV, $\sqrt D=1.2744$ eV² and $g=-0.13583$ eV⁻¹. The numerator is
$$1+7.29\times0.01845+0.4\times0.13583=1.1888,$$
so $-g'=1.1888/1.2744=0.9329$ eV⁻² and
$$s=0.25\times0.9329=0.2332 .$$
Solving a chain of 300 cells for the tail gives the same norm, 0.23321. The permitted value is
$$\eta_{max}=\frac{0.01\times1\ \text{µeV}}{2\times0.2332}=21.4\ \text{neV}=7.9\times10^{-10}\ \text{hartree}.$$
With $\eta$ on the device as well, it falls to $10\ \text{neV}/(2\times1.2332)=4.05$ neV.

The pole formulas were tested against complex eigenvalues of the level joined to a chain of 150 cells, with $\eta=2$ µeV. With $\eta$ in the lead alone, the width was 1.5673 µeV, and the formula gives $0.8109\times(1+0.9328)=1.567$ µeV. With $\eta$ everywhere, it was 4.8109 µeV, in agreement with $0.8109+4$.

The bounds show at much larger $\eta$. At 0.03 eV the estimate is 13.99 meV and the full value 13.77 meV. At 0.1 eV, equal to the edge distance, they are 46.6 and 40.6 meV. At 1 eV the estimate, 466 meV, is four times the full value of 115 meV. At the permitted $\eta$ the correction is negligible.

### Cases

All rows keep $V=0.5$ eV, $\Gamma_t=1$ µeV and $f=0.01$, with $\eta$ in the lead alone. The last three rows have $E_r=0.2$ eV, and the changed half gaps come from changing $t_1$ alone.

| Case | $s$ | $\eta_{max}$ (neV) |
|---|---:|---:|
| $E_r=0$ (midgap) | 0.146 | 34.2 |
| $E_r=0.10$ eV | 0.161 | 31.0 |
| $E_r=0.20$ eV | 0.233 | 21.4 |
| $E_r=0.29$ eV | 0.990 | 5.1 |
| half gap widened to 0.450 eV | 0.115 | 43.7 |
| half gap reduced to 0.242 eV | 0.434 | 11.5 |
| level coupled to one end atom | 1.42 | 3.5 |

**Midgap.** For $t_1>t_2$, $E\to0$ gives $g\to0$ and $\sqrt D\to t_1^2-t_2^2$, so
$$s(0)=\frac{V^2}{t_1^2-t_2^2}=\frac{0.25}{1.71}=0.146 .$$

**Band edge.** Let $\delta=t_1-t_2-E$ be small and positive. At the edge $P=2t_2^2-2t_1t_2=-2t_2(t_1-t_2)$, hence $g=P/(2Et_2^2)=-1/t_2$. The numerator becomes $2+2(t_1-t_2)/t_2=2t_1/t_2$. In $D$, the first factor tends to $4t_1t_2$ and the second to $2(t_1-t_2)\delta$. Therefore
$$s\simeq\frac{2V^2t_1/t_2}{\sqrt{8t_1t_2(t_1-t_2)\,\delta}} .$$
The tail grows without limit as $\delta\to0$, and the permitted $\eta$ shrinks as $\sqrt\delta$. The condition $\eta\ll\delta$ for the accuracy of the estimate tightens too.

**End states.** If $t_1<t_2$, the formula for $g$ has a pole at midgap. There $P\to t_2^2-t_1^2$ and $\sqrt D\to P$, so
$$g\simeq\frac{w_e}{E},\qquad w_e=1-\frac{t_1^2}{t_2^2}.$$
This is a state bound to the end of the lead, with weight $w_e$ on the end atom. At its energy, $\Sigma(i\eta)\simeq V^2w_e/(i\eta)$ gives $\Gamma_{sp}=2V^2w_e/\eta$. The broadening now grows when $\eta$ is reduced, and the first-order estimate fails. An energy in the band gap is not enough: it must also be far from end states, compared with $\eta$.

This explains the last row. A single end atom overlaps equally with all 16 angular modes, so its $s$ is their average. Five of them, $q=6$ to $10$, have $t_1<t_2$ and carry end states, with weights 0.414, 0.848, 1, 0.848 and 0.414. At $E_r$ each end state adds $V^2w_e/E_r^2$ to the slope of its mode, and together they contribute
$$\frac{1}{16}\,\frac{0.25}{0.04}\times3.52=1.38$$
of the total 1.42. The level is 0.2 eV away from these states, yet they supply nearly all of $s$, and the permitted $\eta$ is six times smaller than for the matched ring pattern. These figures belong to the nearest-neighbour model, which puts the end states exactly at midgap. A second-neighbour hopping of 0.1 eV, with the same sign as $t$, moves them down by up to 0.1 eV relative to midgap. Then $s$ is 0.78 for a level 0.2 eV above midgap and 4.0 for one 0.2 eV below, so for a real tube end this row shows only that end states matter.

### (d) The false current

With the lead and the metal as the two terminals, the transmission is $T=\Gamma_{sp}\Gamma_t|G|^2$. Near resonance, the denominator of $G$ is
$$E-\epsilon_0-\Sigma(E+i\eta)+\tfrac i2\Gamma_t\simeq\frac{E-E_r}{Z}+\frac i2(\Gamma_{sp}+\Gamma_t),$$
so that
$$T(E)=\frac{Z^2\Gamma_{sp}\Gamma_t}{(E-E_r)^2+Z^2(\Gamma_{sp}+\Gamma_t)^2/4},\qquad
T_{max}=\frac{4\Gamma_{sp}\Gamma_t}{(\Gamma_{sp}+\Gamma_t)^2}.$$
Suppose that the bias window covers the whole peak, with filled states on one side and empty ones on the other. Since $\int dx/(x^2+b^2)=\pi/b$ with $b=Z(\Gamma_{sp}+\Gamma_t)/2$, the current for one spin and one angular mode is
$$I=\frac{e}{2\pi\hbar}\int T\,dE=\frac e\hbar\,Z\,\frac{\Gamma_{sp}\Gamma_t}{\Gamma_{sp}+\Gamma_t}.$$

For $\eta=0.1$ meV, $\Gamma_{sp}=2\times100\ \text{µeV}\times0.2332=46.6$ µeV, far above the tunnelling width. The true exchange rate with the metal is $Z\Gamma_t/\hbar=1.23\times10^9$ s⁻¹, and
$$I=e\times1.23\times10^9\ \text{s}^{-1}\times\frac{46.6}{47.6}=193\ \text{pA}.$$
The semi-infinite gapped lead has no propagating state at this energy, so the correct steady current in the model is zero. The false current is nearly the largest that the barrier to the metal can pass.

At $\eta_{max}$ the false current is 1.95 pA, about 1 % of that largest value. The false peak is then $T_{max}=0.039$, since $T_{max}\simeq4f$ for small $f$. A calculation that must keep the peak itself below 1 % needs $f\simeq0.0025$. At 0.1 meV the peak is 0.082, only twice as high, although the current is a hundred times larger: the peak has become much broader. Its height alone therefore does not reveal the size of the error. It reaches 1 when $\Gamma_{sp}=\Gamma_t$, here at $\eta=2.14$ µeV.

In a clean gap, $\eta$ can be set to zero. Decimation doubles the eliminated length at each step, and evanescent waves make the remaining coupling fall rapidly with length. At $E_r$ and $\eta=0$ it converged in nine steps for the $q=5$ chain. A finite $\eta$ is needed in the bands, where waves do not decay, and an end state's own energy must be avoided. $E$ can also coincide with a level of one of the finite segments eliminated on the way, even in a lead with no end state facing the device. This makes one inversion nearly singular and costs accuracy; a slight change of $E$ cures it. It does not arise in the gap of the $q=5$ chain, whose segments end in the strong bond $t_1$ on both sides and have no level there.

## The model beside a real nanotube

A diameter of 1.25 nm is ordinary for a semiconducting tube, and a tunnelling rate near $10^9$ s⁻¹ is within the rough range of nanotube quantum dots. The coupling of 0.5 eV to the ring pattern describes a level spread around the tube end, with each of its 16 sites joined to one end atom by 0.5 eV. A level on a single such site would reach the $q=5$ pattern with only $0.5/\sqrt{16}=0.125$ eV and would couple to the other modes as well, as in the last row of the table. A dot state that also extends over many nanometres along the tube has less amplitude at the contact, and $\eta_{max}$ grows as $1/V^2$ at fixed $E_r$ and $\Gamma_t$.

The most serious omission is charging. A charge confined to one tube diameter in a medium of relative permittivity 4 has an energy of about 0.29 eV. Raising the level by this amount would carry it from 0.2 eV into the band, where the gap formula no longer applies. $E_r$ must therefore be the dressed energy for the charge state under study. Interactions can also widen the gap. At fixed $E_r$, a factor of 1.5 doubles the permitted $\eta$ if only $t_1$ is raised, and triples it if both hoppings grow by that factor. Curvature acts the other way in this tube if only the misalignment of neighbouring $\pi$ orbitals is counted. That lowers the half gap to 0.242 eV and nearly halves $\eta_{max}$. Admixture of $\sigma$ bonding offsets half or more of this change: four-orbital ($sp^3$) tight-binding models of the rolled tube lower the half gap by only 0.01 to 0.03 eV, depending on the parameter set, which reduces $\eta_{max}$ by roughly 10 to 20 %.

A real lead also permits genuine escape. At 4 K, the Boltzmann factor for reaching the band edge is about $10^{-126}$; at 300 K it is 0.02, and thermal escape can no longer be dismissed. If the lead ends in a metal, modelled by a width of 5.4 eV on its last atom, electrons can tunnel through the gapped section. The tail density falls by a factor $e$ every 1.36 nm, and this leak drops below $f\Gamma_t$ for a section of about 22 nm. In a shorter one the lead has a real broadening above the chosen tolerance, which should be computed from the finite structure and not imitated by $\eta$.

The numerical output lists the main values used here.

## Computed results

```
tube (n,0) n = 16, mode q = 5, diameter = 1.253 nm
hopping t = 2.7 eV, bond = 0.142 nm, chain cell = 0.213 nm
t1 = 3.0001 eV, t2 = 2.7000 eV
half gap = 0.3001 eV, full gap = 0.6002 eV
V = 0.5 eV, E_r = 0.2 eV, edge distance = 0.1001 eV
Gamma_t = 1.000 ueV, allowed fraction f = 0.01
g(E_r) = -0.13583 1/eV
sqrt(D) at E_r = 1.27440 eV^2
-dg/dE at E_r = 0.93286 1/eV^2
Sigma(E_r) = -0.03396 eV, bare level = 0.23396 eV
slope -dSigma/dE = 0.23321, Z = 0.81089
tail norm from linear solve = 0.23321
permitted eta = 21.440 neV = 7.879e-10 hartree
exact broadening at that eta = 10.0000 neV
permitted eta if also on device = 4.054 neV
eta giving Gamma_sp = Gamma_t: 2.144 ueV
eta = 0.001 eV: exact 0.000466, estimate 0.000466 eV
eta = 0.030 eV: exact 0.013771, estimate 0.013993 eV
eta = 0.100 eV: exact 0.040623, estimate 0.046643 eV
eta = 1.000 eV: exact 0.115468, estimate 0.466428 eV
E = 0.00 eV: slope 0.1462, permitted eta 34.21 neV
E = 0.10 eV: slope 0.1610, permitted eta 31.05 neV
E = 0.20 eV: slope 0.2332, permitted eta 21.44 neV
E = 0.29 eV: slope 0.9896, permitted eta 5.05 neV
pole test, eta = 2.0 ueV in lead: 1.5673 ueV
pole test, same eta everywhere: 4.8109 ueV
decimation steps at eta = 0: 9
careless eta = 0.10 meV:
  Gamma_sp = 46.64 ueV
  false peak transmission = 0.0822
  false current = 193.2 pA
permitted eta: false peak = 0.0392
  false current = 1.95 pA
true tunnel rate Z Gamma_t/hbar = 1.232e+09 1/s
decay length of lead density 1/(2 kappa) = 1.355 nm
metal width at far lead end = 5.4 eV
lead length for genuine leak < f Gamma_t: 22.2 nm
kT at 4 K = 0.345 meV, at 300 K = 25.85 meV
log10 Boltzmann factor to edge, 4 K: -126
Boltzmann factor to edge, 300 K: 0.0208
curvature: half gap 0.2424 eV, eta 11.53 neV
gap x 1.5: half gap 0.4501 eV, eta 43.66 neV
charging energy (eps_r = 4) = 0.287 eV
one-atom contact: 5 end-state modes, slope 1.4241
  permitted eta = 3.511 neV
```
